# Why Ruby's Emission Is Sharp: Exchange Gap and Small Ligand-Field Slope

## Result

Ruby's sharp emission comes from Cr$^{3+}$, a $d^3$ ion, falling from $^2E$ to the ground state $^4A_2$. Let $\Delta=10Dq$ be the octahedral splitting and $B,C$ the Racah parameters. If both states were pure $t_{2g}^3$, their gap would be $9B+3C$, independent of $\Delta$. Configuration mixing lowers the gap and gives it the slope

$$s=\frac{d(E_{^2E}-E_{^4A_2})}{d\Delta}=\langle n_e\rangle ,$$

where $\langle n_e\rangle$ is the mean number of $e_g$ electrons in $^2E$. For $B=700$, $C=2800$ and $\Delta=17500$ cm$^{-1}$, the gap falls from 14700 to 13550 cm$^{-1}$ and $s=0.031$, or 0.31 per unit of $Dq$. The $^4T_2$ gap has $s=1$. If the surrounding ions act on the gap only through $\Delta$, with $B$ and $C$ fixed, a small slope means that emission hardly displaces them along the breathing coordinate. With that coordinate alone and a constant transition amplitude, almost all the low-temperature emission then falls in one line.

The model is a $d$ shell in a cubic field, without spin-orbit coupling or lower-symmetry fields. The numbers are round model parameters, not a fit to ruby.

## The Coulomb integrals

Take $\xi=yz$, $\eta=zx$, $\zeta=xy$ at energy 0, and $u=3z^2-r^2$, $v=x^2-y^2$ at energy $\Delta$. The omitted common shift cancels in gaps. Each orbital is $\sqrt{15/8\pi}\,\mathbf n^{T}T_a\mathbf n$, with $T_a$ symmetric, traceless and normalized by $\mathrm{Tr}\,T_aT_b=\delta_{ab}$. With $S_{ij}$ the matrix having ones at $ij$ and $ji$,

$$T_\xi=\tfrac{S_{23}}{\sqrt2},\quad T_\eta=\tfrac{S_{13}}{\sqrt2},\quad T_\zeta=\tfrac{S_{12}}{\sqrt2},$$
$$T_u=\tfrac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\quad T_v=\tfrac{\mathrm{diag}(1,-1,0)}{\sqrt2}.$$

The multipole expansion gives $(ab|cd)=\sum_{k=0,2,4}F^kA_k$, where $F^k$ are the radial integrals and $A_k$ is the angular integral of $ab(\mathbf n)P_k(\mathbf n\cdot\mathbf n')cd(\mathbf n')$.

- For $k=0$, orthonormality gives $A_0=\delta_{ab}\delta_{cd}$.
- For $k=2$, the quadrupole part of $ab$ must be proportional to $Q_{ab}$, the traceless part of $(T_aT_b+T_bT_a)/2$. Hence $A_2=\kappa\,\mathrm{Tr}\,Q_{ab}Q_{cd}$. For four $u$ orbitals, $A_2=\langle P_2\rangle^2=(2/7)^2$ and $\mathrm{Tr}\,Q_{uu}^2=1/6$, so $\kappa=24/49$.
- For $k=4$, completeness of the Legendre polynomials gives $A_0+5A_2+9A_4=4\pi\int abcd\,d\Omega$. The integral of the fourth power of a general $d$ orbital is a quartic rotational invariant of a traceless symmetric matrix, hence proportional to $(\mathrm{Tr}\,T^2)^2$. The right side is therefore $c(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$. Four $u$ orbitals give $3c=15/7$.

The Racah parameters are defined by $F^0=A+7C/5$, $F^2=49B+7C$, $F^4=63C/5$. Collecting terms,

$$(ab|cd)=(A+C)\delta_{ab}\delta_{cd}+C(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})+24B\,\mathrm{Tr}\,Q_{ab}Q_{cd}.$$

An orbital with itself gives $J_{aa}=A+4B+3C$. For different orbitals, write $J=(aa|bb)=A+C+jB$ and $K=(ab|ab)=C+kB$. Matrix multiplication gives:

| pair | $j$ | $k$ |
|---|---:|---:|
| two $t_{2g}$ | −2 | 3 |
| $\xi u,\eta u$ | 2 | 1 |
| $\zeta u$ | −4 | 4 |
| $\xi v,\eta v$ | −2 | 3 |
| $\zeta v$ | 4 | 0 |
| $uv$ | −4 | 4 |

## First contribution: exchange

Put one electron in each $t_{2g}$ orbital. With total spin projection $1/2$ there are three determinants,

$$d_1=|\xi_\downarrow\eta_\uparrow\zeta_\uparrow|,\quad d_2=|\xi_\uparrow\eta_\downarrow\zeta_\uparrow|,\quad d_3=|\xi_\uparrow\eta_\uparrow\zeta_\downarrow|.$$

Each has one parallel pair and energy $3J-K$. Exchanging two opposite spins gives the off-diagonal element $-K$. The symmetric sum belongs to the quartet, with energy $3J-K-2K=3J-3K$. The two combinations whose coefficients sum to zero have energy $3J-K+K=3J$. Cubic rotations permute the coefficients, up to a common sign, so these two form $^2E$. With $J=A-2B+C$ and $K=3B+C$,

$$E(^4A_2)=3A-15B,\qquad E^{(0)}(^2E)=3A-6B+3C,$$
$$E^{(0)}(^2E)-E(^4A_2)=3K=9B+3C.$$

The spins are recoupled while the orbital occupation stays the same, so $\Delta$ cannot enter at this level.

The quartet energy needs no mixing correction. With three parallel spins, all orbitals differ. Under the reflections $x\to-x$, $y\to-y$, $z\to-z$, the product $\xi\eta\zeta$ is even, as are $u$ and $v$. No other choice of three different $d$ orbitals is even under all three reflections, so $^4A_2$ stands alone.

For comparison, $^4T_2$ contains $|\xi_\uparrow\eta_\uparrow v_\uparrow|$. The only other parallel-spin states of the same reflection parity are $\xi\eta u$ and $\zeta uv$. A quarter turn about $z$ changes the sign of $\xi\eta v$ but not of these two, so it is also unmixed. Its three pairs each contribute $J-K=A-5B$, giving $3A-15B+\Delta$. The $^4T_2$ gap is $\Delta$ and its slope is 1.

## Second contribution: configuration mixing

Take the $^2E$ component $D=(d_2-d_1)/\sqrt2$. By reflection parity it can couple to $|i_\uparrow i_\downarrow e_\uparrow|$, written $i^2e$, with $i$ in $t_{2g}$ and $e=u,v$. Define

$$X=(\xi\eta|\zeta e),\quad Y=(\xi\zeta|\eta e),\quad Z=(\eta\zeta|\xi e).$$

Bringing the common spin-orbital to the same place in both determinants fixes the signs:

$$\langle\xi^2e|V|d_1\rangle=Y-X,\qquad\langle\xi^2e|V|d_2\rangle=X,$$
$$\langle\eta^2e|V|d_1\rangle=-X,\qquad\langle\eta^2e|V|d_2\rangle=X-Z,$$
$$\langle\zeta^2e|V|d_1\rangle=Y,\qquad\langle\zeta^2e|V|d_2\rangle=-Z.$$

The couplings to $D$ are therefore $(2X-Y)/\sqrt2$, $(2X-Z)/\sqrt2$ and $-(Y+Z)/\sqrt2$. The integral formula gives $X=-2\sqrt3B$, $Y=Z=\sqrt3B$ for $u$, and $X=0$, $Y=3B$, $Z=-3B$ for $v$. In units of $B$, the couplings to $\xi^2,\eta^2,\zeta^2$ are

$$u:\ -5\sqrt{3/2},\ -5\sqrt{3/2},\ -\sqrt6;\qquad v:\ -3/\sqrt2,\ 3/\sqrt2,\ 0.$$

Their squares sum to $75+6+9=90$.

Now form symmetry-adapted pairs:

$$G=\frac{\xi^2+\eta^2+\zeta^2}{\sqrt3},\quad P=\frac{2\zeta^2-\xi^2-\eta^2}{\sqrt6},\quad R=\frac{\xi^2-\eta^2}{\sqrt2}.$$

The coupling to $Gu$ is $-6\sqrt2B$. Those to $Pu$ and $Rv$ are $3B$ and $-3B$, so $(Rv-Pu)/\sqrt2$ receives $-3\sqrt2B$. These two states carry the whole strength, $72+18=90$. They belong to $t_{2g}^2(^1A_1)e$ and $t_{2g}^2(^1E)e$. The remaining $^2E$ state with this symmetry is $|v_\uparrow v_\downarrow u_\uparrow|$, from $e_g^3$. It does not couple directly to $D$, since three orbitals would have to change.

The other elements need the interaction of a closed pair with the outer electron, $w_i(e,e')=2(ii|ee')-(ie|ie')$. Subtracting $(2A+C)\delta_{ee'}$ and dividing by $B$, the values for $\xi,\eta,\zeta$ are

$$uu:\ 3,3,-12;\qquad vv:\ -7,-7,8;\qquad uv:\ 5\sqrt3,-5\sqrt3,0.$$

Pair transfer $i^2\to j^2$ adds $K=3B+C$. It contributes $2K$ to the energy of $G$ and $-K$ to that of $P$ and $R$. Relative to $3A$, the diagonal energies are:

- $Gu$: $(4B+3C)+2(3B+C)+(C-2B)+\Delta=\Delta+8B+6C$.
- $(Rv-Pu)/\sqrt2$: the pair gives $(4B+3C)-(3B+C)=B+2C$. The outer electron gives $C-7B$ from each diagonal part and $+5B$ from the cross term. The total is $\Delta-B+3C$.
- $v^2u$: $J_{vv}+2J_{uv}-K_{uv}$ gives $3\Delta-8B+4C$.

Between the first two, $w$ gives $(5\sqrt2+5\sqrt2)B/\sqrt2=10B$. For coupling to $v^2u$, $i^2u$ contributes $K_{iv}$ and $i^2v$ contributes $-(iu|iv)$, which is $\sqrt3B,-\sqrt3B,0$ for $\xi,\eta,\zeta$. Hence $Gu$ couples by $(6B+3C)/\sqrt3=\sqrt3(2B+C)$, and $(Rv-Pu)/\sqrt2$ by $(\sqrt6+\sqrt6)B/\sqrt2=2\sqrt3B$. The complete matrix is

$$M=\begin{pmatrix}
-6B+3C&-6\sqrt2B&-3\sqrt2B&0\\
-6\sqrt2B&\Delta+8B+6C&10B&\sqrt3(2B+C)\\
-3\sqrt2B&10B&\Delta-B+3C&2\sqrt3B\\
0&\sqrt3(2B+C)&2\sqrt3B&3\Delta-8B+4C
\end{pmatrix}.$$

Its lowest root plus $15B$ is the gap.

## The slope and two estimates

For a normalized eigenvector $c$, the terms containing $dc/d\Delta$ cancel because $c^Tc=1$. Therefore

$$s=c^T\frac{dM}{d\Delta}c=c_2^2+c_3^2+3c_4^2=\langle n_e\rangle.$$

A useful estimate drops $e_g^3$ and keeps the unmixed $^2E$ energy in the denominators. Define $a=\Delta+14B+3C$, $d=\Delta+5B$ and $D_0=ad-100B^2$. Setting $c_1=1$, the equations are

$$ac_2+10Bc_3=6\sqrt2B,\qquad 10Bc_2+dc_3=3\sqrt2B.$$

Since $d-5B=\Delta$, their solution is

$$c_2=\frac{6\sqrt2B\Delta}{D_0},\qquad c_3=\frac{3\sqrt2B(a-20B)}{D_0}.$$

The energy shift is $-6\sqrt2Bc_2-3\sqrt2Bc_3$. Differentiating it at fixed couplings gives $c_2^2+c_3^2$:

$$\delta E\approx-\frac{B^2(72d+18a-720B)}{D_0},$$
$$s\approx\frac{18B^2[4\Delta^2+(a-20B)^2]}{D_0^2}.$$

For very large $\Delta$, expanding the inverse matrix gives

$$\delta E=-\frac{90B^2}{\Delta}+\frac{B^2(1818B+216C)}{\Delta^2}+\cdots,\qquad s\to90\left(\frac B\Delta\right)^2.$$

The second numerator is $72(14B+3C)+18(5B)+720B$, the last term coming from the $10B$ coupling. Mixing vanishes in this limit and the gap tends to $9B+3C$. The second term divided by the first has magnitude $(20.2B+2.4C)/\Delta$. For $C=4B$ and $\Delta=25B$ this is about 1.2, so the leading term is not usable there.

## Weighing the contributions

With $B=700$, $C=2800$ and $\Delta=17500$ cm$^{-1}$, exchange gives $3K=3(4900)=14700$ cm$^{-1}$. Numerical diagonalization of $M$ gives a shift of $-1150$ cm$^{-1}$, or 7.8% of the unmixed gap. The result is 13550 cm$^{-1}$, equivalent to 738 nm in vacuum.

The weights are 0.9702 for $t_{2g}^3$, 0.0215 for $t_{2g}^2(^1A_1)e$, 0.0078 for $t_{2g}^2(^1E)e$ and 0.0005 for $e_g^3$. Thus

$$s=0.02149+0.00779+3(0.00054)=0.0309.$$

The estimate has $a=35700$ and $d=21000$ cm$^{-1}$, with $D_0=7.007\times10^8$ cm$^{-2}$. It gives a shift of $-1154$ cm$^{-1}$ and a slope of 0.0305. The shift agrees more closely than the approximations warrant. Restoring $e_g^3$ changes it by about $-32$ cm$^{-1}$, and then using the shifted energy in the denominators changes it by about $+37$ cm$^{-1}$, which brings it to $-1150$ cm$^{-1}$. These two corrections happen nearly to cancel for these parameters. The leading large-field terms instead give $-2520$ cm$^{-1}$ and 0.144, more than four times the actual slope.

Changing $\Delta$ from 15750 to 19250 cm$^{-1}$ moves the $^2E$ gap from 13493 to 13601 cm$^{-1}$. The $^4T_2$ gap moves by the full 3500 cm$^{-1}$.

Insensitivity to $\Delta$ is not insensitivity to the surroundings. The gap is homogeneous of degree one in $B,C,\Delta$. A common 1% reduction of $B$ and $C$ at fixed $\Delta$ therefore lowers it, to first order, by

$$0.01(13550-0.0309\times17500)\approx130\ \text{cm}^{-1}.$$

A 1% reduction of $\Delta$ alone lowers it by about 5 cm$^{-1}$. The line position is mainly a measure of electron repulsion.

## From small slope to sharp line

Let $q$ be a dimensionless breathing coordinate with quantum $w$, measured from the ground-state equilibrium. The ground vibrational Hamiltonian is $H_g=w(p^2+q^2)/2$. Let the field vary as $\Delta-Fq$, with $B,C$ fixed. To first order, an excited state of slope $s$ adds $-sFq$, and completing the square displaces its minimum to

$$q_0=\frac{sF}{w}.$$

The overlap of the two lowest oscillator functions is $e^{-q_0^2/4}$. Assume that emission starts from the lowest vibrational level and that its transition amplitude does not depend on $q$. The fraction that creates no vibration is then the square of this overlap, $e^{-S}$, with $S=q_0^2/2$.

The width follows from the spread of $H_g$ in the displaced state. With $x=q-q_0$, $H_g$ is the oscillator centred at $q_0$ plus $wq_0x$ and a constant. Since $\langle x^2\rangle=1/2$, the rms width is

$$\sigma=\frac{wq_0}{\sqrt2}=\frac{sF}{\sqrt2}.$$

Choose $w=400$ and $F=1000$ cm$^{-1}$. For $^4T_2$, $q_0=2.5$ and $S=3.125$. For $^2E$, $q_0=0.0773$ and $S=0.0030$. Diagonalizing the vibrational Hamiltonians on a grid, with the full curved $^2E$ gap, gives:

| emitting state | zero-phonon fraction | rms width (cm$^{-1}$) |
|---|---:|---:|
| $^2E$ | 0.997 | 22 |
| $^4T_2$ | 0.044 | 707 |

The 22 cm$^{-1}$ is not the width of the central line. It is the spread of the whole spectrum, in which about 0.3% of the emission lies in vibrational sidebands. The central line has no width in this model.

## When the argument fails

For the sharp line to dominate at low temperature, the relaxed $^2E$ level must also be the lowest excited one. Solving for equal $^2E$ and $^4T_2$ gaps puts their crossing at $\Delta=13406$ cm$^{-1}$, or $19.15B$. In a weaker field $^4T_2$ lies lower at the ground-state geometry, and its emission is broad. Emission starts from the relaxed level, so $^4T_2$ already becomes the lowest emitting state at a field roughly $Sw$ above this crossing. In the example, relaxation lowers $^4T_2$ by $Sw=1250$ cm$^{-1}$ to 16250 cm$^{-1}$, still above $^2E$. Diagonalizing all 120 $d^3$ states puts $^2T_1$ at 14186 cm$^{-1}$, also above $^2E$.

If $B$ and $C$ vary with $q$, they add a displacement that a small $s$ does not suppress. Little variation is needed. By the homogeneity used above, a relative change of $B$ and $C$ equal to $0.0309\times17500/(13550-0.0309\times17500)\approx0.04$ of the relative change of $\Delta$, and opposite in sign, cancels the whole $\Delta$ term. Ruby is beyond this point. Under compression $\Delta$ rises, yet the sharp lines move to lower energy, opposite to $s>0$, so the change in electron repulsion outweighs the $\Delta$ term. The value $S=0.0030$ therefore belongs to the model with fixed $B,C$ and is not an estimate for ruby. Coupling to distortions that split $^2E$ is also left out. In ruby, the trigonal field and spin-orbit coupling together split $^2E$ into two close levels, so there are two sharp lines. Spin-orbit coupling also lets the spin-changing transition occur. The small slope shows that the part of the breathing-mode coupling acting through $\Delta$ is weak. It does not fix the coupling through $B$ and $C$, the emission rate or the remaining width of each line.

All numerical values are calculated from the stated model.
